\section*{Cubic Rashba winding and electric-dipole spin resonance of heavy holes}

\section{What rotation symmetry allows}

An in-plane electric field that is uniform across a quantum dot couples to the hole through its position. Position is a vector, so one action of the drive changes angular momentum about the dot axis by one unit. Whether the drive can flip the spin depends on how much angular momentum the spin-orbit coupling ties to a flip.

Let $S_z=\pm\tfrac12$ label the two heavy-hole states $J_z=\pm\tfrac32$, written $\uparrow,\downarrow$, with $\sigma_\pm$ raising and lowering this pseudospin. Let $L$ be the orbital angular momentum about $z$ and $\pi_\pm=\pi_x\pm i\pi_y$ the kinetic momentum. The two cubic couplings are
\begin{align}
H_3&=i\alpha_3(\pi_+^3\sigma_--\pi_-^3\sigma_+),\\
H_1&=i\alpha_1(\pi_+\pi_-\pi_+\sigma_+-\pi_-\pi_+\pi_-\sigma_-).
\end{align}
As the momentum turns once around a circle, the effective spin-orbit field turns three times in the same sense in $H_3$ and once in the opposite sense in $H_1$. The names winding three and winding one give the number of turns without its sign.

In $H_3$, $L$ rises by 3 when $S_z$ falls by 1, so $Q_3=L+3S_z$ is conserved in a circular dot. The qubit states grow out of the orbital ground state, which has $L=0$, and carry $Q_3=\pm\tfrac32$. They differ by 3, while $x=(r_++r_-)/2$, with $r_\pm=x\pm iy$, changes $Q_3$ by $\pm1$. Hence
\begin{equation}
\langle\downarrow|x|\uparrow\rangle=0\qquad\text{(winding three, circular dot).}
\end{equation}
This does not rely on small $\alpha_3$, provided the dressed states keep these labels, nor on a parabolic potential. It concerns a drive acting once, and it needs the rotation symmetry: since $3\equiv-1\pmod 4$, a merely fourfold potential or band dispersion lifts it. A cubic coupling is itself a low-momentum expansion, so the statement belongs to the low-energy states.

In $H_1$ the conserved quantity is $Q_1=L-S_z$. The qubit states have $Q_1=\mp\tfrac12$, they differ by 1, and the dipole may connect them. The crystal supplies the missing angular momentum: $H_1$ changes the full $L+3S_z$ by four units, which a fourfold axis permits and full rotation symmetry would forbid.

Symmetry permits this element but does not give its size. The parabolic dot does.

\section{The dot and its two modes}

In atomic units, with hole charge $+1$ and in-plane mass $m$,
\begin{equation}
H_0=\frac{\pi^2}{2m}+\frac{m\omega_0^2r^2}{2}+\frac{\omega_Z}{2}\sigma_z,\qquad \boldsymbol\pi=\mathbf p-\mathbf A,
\end{equation}
where $\mathbf A=\tfrac B2(-y,x)$ and $\omega_Z=E_\uparrow-E_\downarrow$ may have either sign. Since $\mathbf A\cdot\mathbf p=BL/2$ and $A^2=B^2r^2/4$, the orbital part is
\begin{equation}
\frac{p^2}{2m}+\frac{m\Omega^2r^2}{2}-\frac{\omega_c}{2}L,\qquad \omega_c=\frac Bm,\quad \Omega^2=\omega_0^2+\frac{\omega_c^2}{4}.
\end{equation}
From the Cartesian lowering operators form $a=(a_x-ia_y)/\sqrt2$ and $b=(a_x+ia_y)/\sqrt2$, so that $L=a^\dagger a-b^\dagger b$. With $l^2=1/(m\Omega)$,
\begin{equation}
r_+=l(a^\dagger+b),\qquad p_+=\frac il(a^\dagger-b).
\end{equation}
Subtracting $A_+=iBr_+/2$, and using $Bl^2/2=\omega_c/2\Omega$, gives
\begin{equation}
\pi_+=\frac il(ua^\dagger-vb),\qquad u=1-\frac{\omega_c}{2\Omega},\quad v=1+\frac{\omega_c}{2\Omega}.
\end{equation}
The $a$ and $b$ quanta cost $\Omega u$ and $\Omega v$.

\section{Zero-point motion separates the two couplings}

Position creates or removes one quantum. At first order in the coupling, only matrix elements between the ground state $|0\rangle$ and the one-quantum states $|a\rangle,|b\rangle$ can therefore contribute.

For winding three, $a^\dagger$ and $b$ commute, so $\pi_+^3|0\rangle=(iu/l)^3a^{\dagger3}|0\rangle$. This state has three quanta. Likewise $\langle0|\pi_+^3$ contains only $\langle0|b^3$. There is no one-quantum part.

For winding one, take $K=\pi_-\pi_+\pi_-$, where $\pi_-=-(i/l)(ua-vb^\dagger)$. Acting from the right,
\begin{align}
\pi_-|0\rangle&=\frac{iv}{l}|b\rangle,\\
\pi_+\pi_-|0\rangle&=\frac{1}{l^2}\left(v^2|0\rangle-uv|ab\rangle\right).
\end{align}
The last $\pi_-$ takes $|0\rangle$ to $(iv/l)|b\rangle$ and $|ab\rangle$ to $-(iu/l)|b\rangle$ plus a three-quantum state, so
\begin{equation}
\langle b|K|0\rangle=\frac{iv}{l}\,\frac{u^2+v^2}{l^2}.
\end{equation}
For the other element, act with $K^\dagger=\pi_+\pi_-\pi_+$:
\begin{align}
\pi_-\pi_+|0\rangle&=\frac{1}{l^2}\left(u^2|0\rangle-uv|ab\rangle\right),\\
\langle a|K^\dagger|0\rangle&=\frac{1}{l^2}\left(u^2\frac{iu}{l}+uv\frac{iv}{l}\right)=\frac{iu}{l}\,\frac{u^2+v^2}{l^2}.
\end{align}
Its conjugate is $\langle0|K|a\rangle=-(iu/l)(u^2+v^2)/l^2$. The ground-state averages read off above, $\langle\pi_+\pi_-\rangle=v^2/l^2$ and $\langle\pi_-\pi_+\rangle=u^2/l^2$, give
\begin{equation}
\langle\pi^2\rangle=\frac{u^2+v^2}{2l^2}=m\Omega\left(1+\frac{\omega_c^2}{4\Omega^2}\right).
\end{equation}
Both elements of $K$ are thus those of $2\langle\pi^2\rangle\pi_-$. Zero-point motion turns the winding-one cubic term into a linear coupling of strength $2\alpha_1\langle\pi^2\rangle$. The corresponding average for winding three is $\langle\pi_+^2\rangle$, which vanishes in a circular dot.

\section{The winding-one dipole}

The part of $H_1$ that takes $\uparrow$ to $\downarrow$ is $-i\alpha_1K$. Its elements are
\begin{equation}
\langle b|{-i\alpha_1K}|0\rangle=\frac{2\alpha_1\langle\pi^2\rangle v}{l},\qquad
\langle0|{-i\alpha_1K}|a\rangle=-\frac{2\alpha_1\langle\pi^2\rangle u}{l}.
\end{equation}
Dressing $|0\uparrow\rangle$ mixes in $|b\downarrow\rangle$ with denominator $\omega_Z-\Omega v$. Dressing $|0\downarrow\rangle$ mixes in $|a\uparrow\rangle$ with denominator $-(\omega_Z+\Omega u)$. Since $\langle0|r_+|b\rangle=\langle a|r_+|0\rangle=l$,
\begin{align}
\langle\downarrow|r_+|\uparrow\rangle
&=2\alpha_1\langle\pi^2\rangle\left[\frac{v}{\omega_Z-\Omega v}+\frac{u}{\omega_Z+\Omega u}\right]\\
&=2\alpha_1\langle\pi^2\rangle\frac{(u+v)\omega_Z}{(\omega_Z-\Omega v)(\omega_Z+\Omega u)}.
\end{align}
The terms $\pm\Omega uv$ in the numerator have cancelled. Now use $u+v=2$, $\Omega^2uv=\omega_0^2$ and $\Omega(v-u)=\omega_c$. The operator $r_-$ changes $Q_1$ the wrong way and adds nothing, so $x$ has half the element of $r_+$:
\begin{equation}
|\langle\downarrow|x|\uparrow\rangle|=\frac{2|\alpha_1|\langle\pi^2\rangle|\omega_Z|}{|\omega_0^2+\omega_c\omega_Z-\omega_Z^2|}.
\label{dipole}
\end{equation}
First-order dressing requires $\omega_Z$ to stay away from the zeros of the denominator, where the spin splitting meets an orbital energy.

As a test, set $m=\omega_0=1$, $\omega_c=0.7$, $\omega_Z=0.3$ and $\alpha_1=10^{-4}$. Direct diagonalization and (\ref{dipole}) both give $6.2952\times10^{-5}$. At the larger coupling $0.02$, diagonalization gives $0.0125$ for winding one and zero within rounding for winding three. With $0.1r^4$ added to the potential the values are $0.0103$ and again zero within rounding.

\section{The driven packet}

A uniform force $E\cos\omega t$ along $x$ moves the ground-state packet of a parabolic dot without changing its shape. Its centre obeys
\begin{equation}
m\ddot r_+=E\cos\omega t-iB\dot r_+-m\omega_0^2r_+.
\end{equation}
Inserting $e^{\mp i\omega t}$ gives amplitudes $E/(2mD_{1,2})$, with $D_{1,2}=\omega_0^2\pm\omega_c\omega-\omega^2$. The packet momentum is therefore
\begin{equation}
P_+=m\dot r_+=-\frac{i\omega E}{2D_1}e^{-i\omega t}+\frac{i\omega E}{2D_2}e^{i\omega t}.
\end{equation}
Write $\pi_\pm=P_\pm+\delta_\pm$, where $\delta$ has the ground-state fluctuations. For weak drive $\langle K\rangle=2\langle\pi^2\rangle P_-$. The flip from $\uparrow$ to $\downarrow$ rotates as $e^{-i\omega_Zt}$ and is resonant with the $e^{i\omega t}$ part of $P_-$, of size $\omega E/2D_1$. A static off-diagonal element $c$ gives Rabi angular frequency $2|c|$, here $2|\alpha_1|\langle\pi^2\rangle\omega E/|D_1|$ at $\omega=\omega_Z>0$. This is $E$ times (\ref{dipole}).

The picture also explains the factor $\omega_Z$. The linear spin field is proportional to $P_-=m\dot r_-$, so its time integral depends on position alone. Without Zeeman precession, the first-order spin rotation is undone when the packet returns. The orbital effect of the magnetic field does not alter this in the parabolic dot.

For winding three, $\langle\delta_+\rangle=\langle\delta_+^2\rangle=\langle\delta_+^3\rangle=0$ by rotation symmetry, so
\begin{equation}
\langle(P_++\delta_+)^3\rangle=P_+^3.
\end{equation}
No term is linear in the drive. The resonant part of $P_+^3$ takes one factor $e^{-i\omega t}$ and two factors $e^{i\omega t}$, in three orderings. It gives the Rabi angular frequency
\begin{equation}
2|\alpha_3|\cdot3\cdot\frac{\omega^3E^3}{8|D_1|D_2^2}=\frac{3|\alpha_3|\omega^3E^3}{4|D_1|D_2^2}.
\end{equation}
Winding three thus flips the spin at third order in the field. Time propagation with $m=\omega_0=1$, $\omega_c=0.3$, $\omega=\omega_Z=0.5$ and coupling $2\times10^{-4}$ reproduces this at $E=0.25$ and $0.5$, and the winding-one rate at $E=0.01$, to better than one part in $10^4$.

\section{An elliptical dot}

Let the confinement be $\omega_x\neq\omega_y$ and neglect the orbital effect of the field. Then
\begin{equation}
\langle\delta_+^2\rangle=\langle p_x^2\rangle-\langle p_y^2\rangle=\frac m2(\omega_x-\omega_y),
\end{equation}
and $\pi_+^3$ acquires the linear part $3\langle\delta_+^2\rangle P_+$. For a drive along $x$, the resonant momentum is $\omega E/[2(\omega_x^2-\omega^2)]$. Multiplying by $2\cdot3|\alpha_3\langle\delta_+^2\rangle|$ and dividing by $E$ gives the winding-three dipole
\begin{equation}
\frac{3|\alpha_3|m|\omega_x-\omega_y|\,|\omega_Z|}{2|\omega_x^2-\omega_Z^2|}.
\end{equation}
For $\omega_{x,y}=\omega_0(1\pm\delta)$ and small $\delta$, the linear strengths are $3\alpha_3m\omega_0\delta$ and $2\alpha_1m\omega_0$. They match at
\begin{equation}
\delta\simeq\frac{2|\alpha_1|}{3|\alpha_3|}.
\end{equation}
The relative sign depends on the drive direction. The flip operators are $-2i\alpha_1m\omega_0P_-$ and $+3i\alpha_3m\omega_0\delta P_+$. Along $x$, $P_-=P_+$, so they oppose each other when $\alpha_1\alpha_3\delta>0$. Along $y$, $P_-=-P_+$, and they add.

\section{A germanium hole dot}

Consider a gate-defined dot in a strained germanium well, with rough typical parameters: $m=0.055$ electron masses, $\hbar\omega_0=10^{-3}$ eV, $B=0.1$ T, $g=12$, $\alpha_1=0.01$ and $\alpha_3=0.1$ eV nm$^3$, and a drive of 50 V/cm. Frequencies are now quoted as energies and momenta as wave numbers.

The Zeeman splitting is $6.95\times10^{-5}$ eV, the cyclotron energy $2.10\times10^{-4}$ eV, and $\langle\pi^2\rangle=7.34\times10^{-4}$ nm$^{-2}$. The equivalent linear coupling is $2\times0.01\times7.34\times10^{-4}=1.47\times10^{-5}$ eV nm. The denominator of (\ref{dipole}) is $1.010\times10^{-6}$ eV$^2$, so the dipole length is
\begin{equation}
\frac{1.47\times10^{-5}\times6.95\times10^{-5}}{1.010\times10^{-6}}\ \text{nm}\simeq1.01\times10^{-3}\ \text{nm}.
\end{equation}
Multiplied by $5\times10^{-6}$ V/nm, this is $5.05\times10^{-9}$ eV, a Rabi frequency of 1.22 MHz. In this rotation-symmetric model winding three gives no first-order contribution, and its third-order rate is $7.8\times10^{-4}$ MHz. The real crystal is only fourfold. The band warping from second-order heavy--light mixing ($\gamma_2=4.24$, $\gamma_3=5.69$, splitting 0.07 eV) gives winding three a first-order dipole near $1.1\times10^{-5}$ nm, or 0.013 MHz. That is about 1\% of the winding-one value but well above the third-order rate.

Real dots are not perfectly circular, and even a small ellipticity matters. At $\delta=0.05$ and with the drive along $x$, winding three alone gives a dipole of $6.9\times10^{-4}$ nm and 0.84 MHz. It equals the circular-dot winding-one value at $\delta=0.077$. Compared within the same elliptical dot, which is what the small-$\delta$ estimate of 0.067 describes, the two terms match at $\delta=0.068$ for a drive along $x$ and $0.064$ along $y$. With both couplings on at $\delta=0.05$, the dipole is $2.4\times10^{-4}$ nm (0.30 MHz) along $x$, where they oppose, and $1.94\times10^{-3}$ nm (2.3 MHz) along $y$, where they add. A quartic circular term of $2\times10^{-5}$ eV at $r=l$ lowers the winding-one dipole by about 4\%, and reversing the sign of $g$ raises it by about 3\%. A fourfold term of the same size, $2\times10^{-5}\,\text{eV}\,(x^4+y^4)/l^4$, matters more: it gives winding three alone a dipole of $4.2\times10^{-4}$ nm. At 0.1 K the upper spin state holds about $3\times10^{-4}$ of the population. The confinement energy is about 1.4\% of a rough heavy--light splitting of 0.07 eV, which supports a heavy-hole model without bounding its error. A linear Rashba coefficient near $1.5\times10^{-5}$ eV nm, whatever its origin, would compete with the winding-one term. A measured spin resonance in such a dot therefore does not by itself identify winding-one coupling: shape and linear terms must be separated first, as must effects outside this model, such as a nonuniform drive field, strain and electrical modulation of the $g$ tensor. The numerical output gives the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
TESTS (hbar = mass = w0 = 1)
winding one, wc=0.7 wz=0.3, coupling 1e-04:
  dipole, diagonalization     6.295197e-05
  dipole, formula             6.295198e-05
coupling 0.02, parabolic: three 2e-16, one 0.0125
coupling 0.02, +0.1 r^4:  three 2e-16, one 0.0103
ellipse 1.1/0.9, three: exact 8.03572e-06, formula 8.03571e-06
time propagation / formula, one      1.00002
time propagation / formula, three, E=0.25 1.00000
time propagation / formula, three, E=0.50 1.00000
EXAMPLE INPUTS (rough typical values)
in-plane mass                 0.055 electron masses
confinement quantum           0.0010 eV
magnetic field                0.10 T
g factor                      12.0
winding-one coupling          0.010 eV nm^3
winding-three coupling        0.100 eV nm^3
drive amplitude               50 V/cm
EXAMPLE RESULTS
cyclotron energy              2.1049e-04 eV
Zeeman splitting              6.9461e-05 eV
resonance frequency           16.80 GHz
Omega                         1.00552e-03 eV
oscillator length             37.12 nm
mean square wave number       7.3373e-04 nm^-2
equivalent linear coupling    1.467e-05 eV nm
winding-one dipole, formula   1.0094e-03 nm
winding-one dipole, exact     1.0094e-03 nm
winding-three dipole, exact   3e-16 nm
Rabi energy, winding one      5.047e-09 eV
Rabi frequency, winding one   1.220 MHz
NEGLECTED EFFECTS
both couplings on, dipole     1.0096e-03 nm
g sign reversed, dipole       1.0395e-03 nm
winding three, third order    7.82e-04 MHz
ellipticity delta             0.050
  winding-three dipole        6.9274e-04 nm
  its Rabi frequency          0.838 MHz
break-even delta, numerical   0.0765
break-even delta, estimate    0.0667
quartic term at r = length    2.0e-05 eV
  winding-one dipole          9.6678e-04 nm
  winding-three dipole        1e-14 nm
static swing of the dot       6.93 nm
temperature                   0.10 K
  upper-spin population       3.2e-04
heavy-light splitting         0.070 eV
  confinement / splitting     0.0143
\end{verbatim}
